# Square-root relaxation and hole digging in dipole-coupled molecular magnets

## What scaling fixes before any simulation

Take a magnetically saturated crystal of molecular magnets, each of which can reverse by tunnelling only when its local field is close to zero. Let $n$ be the fraction already reversed. If these molecules are dilute, their spacing grows as $n^{-1/3}$ in units of the lattice constant. A dipole field falls as $1/r^3$, so the typical field they add elsewhere is proportional to $bn$, where $b$ is the dipole field one lattice constant away.

Suppose that this spread is much wider than the tunnelling window. The density of molecules at zero field, per unit field, must then scale as $1/(bn)$. Let $A$ be the tunnelling rate integrated over field, in mT/s. The reversal rate is $A$ times that density:

$$\frac{dn}{dt}\propto\frac{A}{bn},\qquad n^2\propto\frac{At}{b}.$$

Dimensions alone allow any function of $At/b$; the inverse-cube law selects the square root. The argument needs a spread wider than the window, yet $n\ll1$. It also needs a mean field that stays at resonance or drifts in proportion to $n$.

## First naive scheme: one rate for every molecule

Each molecule is an Ising moment $s=\pm1$ of magnitude $m=g\mu_BS$. In a field $B$ along its axis the two orientations differ in energy by $\varepsilon=2mB$. With tunnel splitting $\Delta$, the two-level Hamiltonian is $(\varepsilon\sigma_z+\Delta\sigma_x)/2$, and the reversal probability after time $t$ is

$$P=\frac{\Delta^2}{\varepsilon^2+\Delta^2}\sin^2\!\left(\frac{\sqrt{\varepsilon^2+\Delta^2}\,t}{2\hbar}\right).$$

Nuclear moments spread the bias in a Gaussian of rms width $2m\sigma$, where $\sigma$ is a field. For $\hbar/(2m\sigma)\ll t\ll\hbar/\Delta$, the splitting can be dropped beside $\varepsilon$. Since

$$\int_{-\infty}^{\infty}\frac{\sin^2(\varepsilon t/2\hbar)}{\varepsilon^2}\,d\varepsilon=\frac{\pi t}{2\hbar},$$

the averaged probability grows linearly. Its slope is $\pi\Delta^2/(2\hbar)$ times the Gaussian bias density at $\varepsilon=0$:

$$\Gamma(B)=\frac{\pi\Delta^2}{2\hbar}\,\frac{e^{-B^2/2\sigma^2}}{\sqrt{2\pi}\,2m\sigma}
=\frac{A}{\sqrt{2\pi}\,\sigma}e^{-B^2/2\sigma^2},\qquad A=\frac{\pi\Delta^2}{4\hbar m}.$$

The area $A$ does not contain $\sigma$: a wider window has a lower peak. Averaging the full oscillation numerically, with $\Delta$ equal to $10^{-4}$ of the rms bias, reproduces the rate to a relative $2.3\times10^{-6}$ at zero mean bias and at one rms width. Using $\Gamma$ repeatedly assumes that nuclear motion destroys coherence and renews the bias between attempts. If the bias is redrawn at random with mean interval $T\gg\hbar/(2m\sigma)$, the rate at the centre of the window is $\Gamma/\sqrt{1+(\Delta T/\hbar)^2}$. The renewal must then be fast compared with $\hbar/\Delta$, which is 76 µs for the splitting used below. The model takes this for granted. Forward and backward rates are taken as equal.

The naive simulation puts the mean field into $\Gamma$. In a sphere with cubic lattice symmetry the mean dipole field is zero, so every molecule keeps the peak rate $\Gamma_0=A/(\sqrt{2\pi}\sigma)$. Then $dn/dt=\Gamma_0(1-2n)$, because reversed molecules return at the same rate, and

$$n=\tfrac12\left(1-e^{-2\Gamma_0t}\right)\simeq\Gamma_0t.$$

This is linear at early times. What the scheme has lost is the spread of local fields about their mean, so the fields must be carried site by site.

## The field spread and the coefficient

Measure distance $x$ in lattice constants $a$, with one molecule per cubic cell. The dipole field along the common axis is $bp/x^3$, where

$$b=\frac{\mu_0m}{4\pi a^3},\qquad p=3c^2-1,\qquad c=\cos\theta.$$

Reversing a molecule from $+1$ to $-1$ changes the field elsewhere by $h=-2bp/x^3$. To estimate the coefficient, assume that the reversed molecules are placed at random. For small $n$ the field $B$ at a site has the characteristic function

$$\langle e^{ikB}\rangle=\exp\left[-n\int d^3x\,(1-e^{ikh})\right].$$

Put $u=1/x^3$, so that $x^2dx$ becomes $du/(3u^2)$, and write $h=qu$ with $q=-2bp$. The real part of the bracket follows from $\int_0^\infty(1-\cos kqu)\,u^{-2}du=\pi|kq|/2$:

$$-\frac{n\pi|k|}{6}\int|q|\,d\Omega .$$

For the angular integral, $\int_0^1|3c^2-1|dc$ splits at $c=1/\sqrt3$. The antiderivative $c^3-c$ vanishes at both ends and equals $-2/(3\sqrt3)$ at the split, so the two parts add to $4/(3\sqrt3)$. Hence $\int|q|d\Omega=2b\cdot4\pi\cdot4/(3\sqrt3)$, and the real part is $-\kappa n|k|$ with

$$\kappa=\frac{16\pi^2}{9\sqrt3}\,b.$$

This is the transform of a Lorentzian of half-width $\kappa n$.

The imaginary part gives its centre. With a small lower cutoff $u_0$, which is a large spherical radius,

$$\int_{u_0}^{\infty}\frac{\sin kqu}{u^2}du\simeq kq\left[1-\gamma-\ln(|kq|u_0)\right],$$

where $\gamma$ is Euler's constant. Since $\int q\,d\Omega=0$, every term in the bracket that is independent of angle drops out, including the cutoff. What remains is

$$-\frac{nk}{3}\int q\ln|q|\,d\Omega=+\frac{2bnk}{3}\int p\ln|p|\,d\Omega=\frac{8\pi bn k}{3}I,\quad I=\int_0^1p\ln|p|\,dc.$$

Integrate by parts with the antiderivative $c^3-c$. The end terms vanish, and those on either side of the zero of $p$ cancel, leaving a principal value:

$$I=-\,\mathrm{PV}\!\!\int_0^1\frac{6c^2(c^2-1)}{3c^2-1}dc
=-\,\mathrm{PV}\!\!\int_0^1\left[2c^2-\frac43-\frac{4/3}{3c^2-1}\right]dc.$$

Using $\mathrm{PV}\int_0^1dc/(3c^2-1)=-\ln(2+\sqrt3)/(2\sqrt3)$,

$$I=\frac23-\frac{2\ln(2+\sqrt3)}{3\sqrt3}.$$

The centre is therefore $\eta\kappa n$, with $\eta=(8\pi b/3\kappa)I=3\sqrt3\,I/(2\pi)=0.132$.

At zero field the Lorentzian density is

$$f(0)=\frac{1}{\pi}\frac{\kappa n}{(\kappa n)^2+(\eta\kappa n)^2}=\frac{1}{\pi\kappa n(1+\eta^2)}.$$

Once $\kappa n\gg\sigma$, this density is nearly constant across the window and $dn/dt=Af(0)$. Multiplying by $n$ and integrating gives $n^2=2At/[\pi\kappa(1+\eta^2)]$. The magnetization is $M/M_s=1-2n$, so

$$\boxed{\frac{M}{M_s}=1-\sqrt{\frac t\tau},\qquad \tau=\frac{\pi\kappa(1+\eta^2)}{8A}}$$

Random placement was tried on a $61^3$ lattice with $n=0.01$, averaged over four configurations. The half-width, taken from the quartiles, was $0.964\,\kappa n$, the centre $0.099\,\kappa n$, and the zero-field density $1.010$ times the formula. The small shift is thus reproduced only roughly, but it enters $f(0)$ through $\eta^2$.

## Where the root begins and ends

At $n=0$ all molecules are resonant and the growth is $\Gamma_0t$. Equating $\Gamma_0$ to $A/(\pi\kappa n)$, with $\eta^2$ neglected, places the crossover near

$$n_c=\sqrt{\frac2\pi}\,\frac\sigma\kappa .$$

At the other end, tunnelling depletes the resonant molecules. Those that reversed when the fraction was $n'$ would by now have spread over a width $\kappa(n-n')$. Their absence lowers the zero-field density of unreversed molecules by about

$$\int_0^{\,n-\sigma/\kappa}\frac{dn'}{\pi\kappa(n-n')}=\frac{1}{\pi\kappa}\ln\frac{\kappa n}{\sigma}.$$

The same molecules, now reversed, have that density at zero field and can return. Subtracting both effects gives

$$\frac{dn}{dt}\simeq\frac{A}{\pi\kappa n}\left[1-2n\ln\frac{\kappa n}{\sigma}\right].$$

The latest reversals, whose molecules are still inside the window, are left out, so the bracket understates the depletion. The root is an intermediate law, for $\sigma/\kappa\ll n$ and $2n\ln(\kappa n/\sigma)\ll1$.

Successive reversals are not placed at random: each occurs where the earlier ones make the field vanish. If these correlations share the one length $n^{-1/3}$, they alter the coefficient of $f(0)\propto1/n$ and leave the exponent alone. The simulation has to supply that coefficient.

## Second naive scheme: a fixed time step

Suppose that all fields are frozen for a step $\delta t$, every molecule is given its chance to flip, and the fields are then recomputed. In the first step a fraction $\Gamma_0\delta t$ reverses. The field spread it should have caused on the way is $\kappa\Gamma_0\delta t$. Unless

$$\delta t\ll\frac{\sigma}{\kappa\Gamma_0},$$

molecules flip that earlier reversals would have moved out of the window. Later the rate falls, and a step short enough for the start is wasteful.

The cure is to let the reversals set the clock. Between two flips all fields, and hence all rates, are constant. The waiting time is then exponentially distributed with the total rate, and the next molecule is chosen with probability proportional to its own rate. The scheme is:

1. List the molecules with $|B_i|<5\sigma$ and evaluate $\Gamma(B_i)$. At the cutoff the rate is $e^{-12.5}$ of its peak.
2. Draw the waiting time from the summed rate, and choose one listed molecule by its rate.
3. For every other site $j$, add $-2s_iD_{ij}$ to $B_j$, where $D_{ij}$ is the dipole field and $s_i$ the old orientation. Then reverse $s_i$.
4. Record time, $n$ and fields, and repeat.

Each event costs a number of operations proportional to the number of molecules $N$. Reaching a fraction $n$ needs at least $nN$ events, so the work grows at least as $nN^2$. A periodic cube with an odd number of sites per edge and nearest-image dipole fields has zero mean dipole field, and so represents the interior of a sphere. Fields updated in this way agreed with a fresh Fourier sum over the final configuration to better than $10^{-8}$ mT.

## A saturated sample in numbers

The example has $S=10$, $g=2$, a cell edge of 1.25 nm, $\Delta/k_B=10^{-7}$ K and $\sigma=0.50$ mT. These give $b=9.50$ mT, $\kappa=96.2$ mT and $A=0.0765$ mT/s. Hence

$$\Gamma_0=\frac{0.0765}{2.507\times0.50}=0.061\ \mathrm{s^{-1}},\qquad
\tau=\frac{\pi\times96.2\times1.0175}{8\times0.0765}\approx502\ \mathrm{s},$$

or 8.4 min. The crossover is at $n_c=0.80\times0.50/96.2\approx0.004$, and a fixed step that is to follow the start correctly would have to be much shorter than $0.50/(96.2\times0.061)\approx0.085$ s.

Averages of three runs on a $41^3$ lattice give:

| Time (s) | Simulated $M/M_s$ | Root law |
|---:|---:|---:|
| 0.114 | 0.990 | 0.985 |
| 1.01 | 0.960 | 0.955 |
| 3.97 | 0.920 | 0.911 |
| 6.51 | 0.900 | 0.886 |

The fitted exponent of $n$ against time is 0.492 for $n=0.02$ to 0.05. The simulated loss lags behind the law throughout. At 6.51 s it is 0.100 instead of 0.114, 11 to 12% less than predicted; the tabulated times scatter by about 3% between sets of runs. The linear start and the depletion both delay the loss; at $n=0.05$ the depletion estimate is $2\times0.05\ln(9.6)\approx0.23$ of the instantaneous rate, which is on the low side.

A narrower window, $\sigma=0.05$ mT with $A$ unchanged, moves the crossover to smaller $n$. Its exponent is 0.485 for $n=0.004$ to 0.020, and the fitted $\tau$ is 538 s, or 1.07 times the prediction. Repeat runs on $31^3$, $41^3$ and $51^3$ lattices give 540 to 555 s with no trend in size, and a spherical cutoff of the dipole sum gives about 575 s, so the fitted $\tau$ is uncertain by several per cent. Random placement is thus a good estimate of the coefficient for this sphere. The peak rates of the two windows differ tenfold, yet the times to reach $n=0.03$ agree to within the few per cent scatter between runs. Earlier the width still matters: the wide window needs 0.32 s to reach $n=0.01$, against about 0.22 s from the fitted $\tau$ of the narrow one. The area of the window can be the main control only well past both crossovers and while depletion is small, because the depletion estimate also contains $\sigma$.

The opposite limit is a window wider than the dipole fields. With $\sigma=300$ mT on a $21^3$ lattice the exponent is 0.953 for $n=0.01$ to 0.095. The constant-rate formula above gives 0.96 between the same end points. Dipole coupling alone does not produce the root; the window must also be narrow.

## When the mean field drifts

A sphere hides one effect of shape. In the limit of a very flat ellipsoid magnetized along its short axis, the mean dipole field differs from the sphere's by $-\tfrac23\mu_0M=-(8\pi/3)b\,M/M_s$. Let a constant applied field cancel it at the start. As $M/M_s$ falls by $2n$, the mean field moves by $+(16\pi/3)bn=1.65\,\kappa n$. Adding $\eta\kappa n$ puts the centre of the Lorentzian at $1.79\,\kappa n$. For random placement, the time to a given $n$ should grow by

$$\frac{1+1.79^2}{1+0.132^2}\approx4.1.$$

The simulation, at $\sigma=0.05$ mT and $n=0.015$ in both shapes, gives 8.9 from two flat-sample runs; further runs on $31^3$ and $41^3$ lattices give $8.2\pm0.3$. This is not a fixed shape factor: the ratio is about 6 at $n=0.004$. The sign of the effect is right, but the estimate is too small by a factor of about two. Return flips are not the cause: forbidding them in both shapes still leaves a ratio of about 7.9. Resonance now lies on the flank of the field distribution, where spatial correlations between reversals may matter more; that explanation is a conjecture. Because the ratio changes with $n$, neither the coefficient nor the exponent found for the sphere should be carried over to a flat sample.

## Third naive scheme: looking for the hole in the plain histogram

Let $P_\uparrow(B)$ and $P_\downarrow(B)$ be the field distributions of up and down molecules. It is tempting to collect all local fields and look for a dip at $B=0$. But $B_i$ contains no contribution from molecule $i$ itself. When $i$ flips, it leaves $P_\uparrow$ and enters $P_\downarrow$ at the same field, so the sum $P_\uparrow+P_\downarrow$ does not lose it. The hole appears in the difference $P_\uparrow-P_\downarrow$, which is the magnetization carried at each field.

A suitable start is a random arrangement with $M/M_s\approx0.6$, whose polarization does not depend on local field. Let $c(B,t)$ be the polarization at field $B$ divided by its initial value. Flips at equal rates both ways give $\partial c/\partial t=-2\Gamma c$. Meanwhile the other molecules move the fields. Let $n$ now be the fraction reversed relative to its own start. An increment $dn$ convolves $c$ with a Lorentzian of half-width $\kappa\,dn$, which multiplies its Fourier components by $e^{-\kappa|k|dn}$. With the small shift of centre neglected,

$$\frac{\partial c}{\partial t}=-2\Gamma(B)c-\kappa\frac{dn}{dt}|\partial_B|c,
\qquad \frac{dn}{dt}=P(0)\int\Gamma(B)\,c\,dB,$$

where $|\partial_B|$ means multiplication by $|k|$ in Fourier space. $P(0)$ is the total field density near zero, taken as flat across the hole and constant in time. The second equation follows because $n$ is half the loss of the average $c$. The description treats successive field changes as independent. It also ties the broadening to the net fraction $n$, although molecules that flip back move the fields too.

Three runs on a $51^3$ lattice with $\sigma=0.50$ mT lasted 12.3 s, chosen so that $2\Gamma_0t=1.5$. The initial fields had an rms of 27.8 mT and $P(0)=0.0156$ per mT. The values of $c$ were:

| $\lvert B\rvert$ (mT) | Simulated | Kinetic equation | Fields frozen |
|---:|---:|---:|---:|
| 0–0.25 | 0.51 | 0.45 | 0.24 |
| 0.5–1 | 0.65 | 0.66 | 0.61 |
| 1.5–2 | 0.85 | 0.92 | 1.00 |
| 3–5 | 0.95 | 0.99 | 1.00 |
| 8–12 | 1.01 | 1.00 | 1.00 |

There is a clear hole, a few mT across in a distribution tens of mT wide. It is shallower and broader than with frozen fields, because moving fields bring fresh molecules into the window and carry spent ones out. The reversed fraction was 0.0104, as in the kinetic equation, and the median field displacement was 0.96 mT, close to $\kappa n=1.0$ mT. The wings are deeper than the kinetic equation predicts. At 3–5 mT the gap, 0.033 before rounding, is three to four times the sampling error of about 0.01 for independent spins; five further runs give a smaller gap, $0.022\pm0.007$. The sampling error is about 0.03 in the central row and 0.02 at 1.5–2 mT, where those runs give 0.46 and 0.90, both consistent with the kinetic equation. One minus twice the reversed fraction at 3–5 mT is 0.981, close to the kinetic 0.985, so the modest excess shows mainly in the magnetization weighting. The equation is a fair guide to the depth and an approximate one to the shape.

The plain histogram shows no such hole. The fraction of molecules with $|B|<0.5$ mT, divided by the fraction per mT of $|B|$ between 2 and 5 mT, would be 0.50 mT for a flat distribution. It was 0.523 mT before and 0.516 mT after. The total magnetization meanwhile fell only from 0.599 to 0.587 of saturation. No square-root law has been derived for this random start.

## The model beside a real molecular magnet

The parameters are rough values in the regime of the spin-10 molecule Fe8, whose crystals do show square-root relaxation at low temperature. The cubic cell replaces a triclinic one. For dilute reversals $\kappa$ depends only on the moment and the number of molecules per volume, so at equal density it is unchanged. But a lattice without cubic symmetry need not have zero mean dipole field in a sphere, and correlations between reversals may differ, so the coefficient can change. Real samples are also not spheres; in the flat-sample runs the time to reach $n=0.015$ was eight to nine times that of the sphere. The splitting matters too: $\tau\propto\Delta^{-2}$, so a factor of two in $\Delta$ changes $\tau$ fourfold.

At 0.1 K the bias at one rms window width is $0.13\,k_BT$, so forward and backward rates there differ by about 14%. The rms dipolar bias energy corresponds to 0.75 K, well above the temperature. The random start is therefore a quenched state, not equilibrium. For a rough 25 K barrier and an attempt rate of $10^7$ per second, direct activation is negligible at 0.1 K and would equal $\Gamma_0$ near 1.3 K. Tunnelling through excited levels, which is left out, could matter at lower temperature.

Transverse dipole fields also change $\Delta$. In a spin-10 Hamiltonian with second-order anisotropy constants of 0.29 K and 0.046 K, a field of 10 mT along the hard axis lowers $\Delta^2$ by 1.4%, while the same field along the medium axis raises it by about 2%. That Hamiltonian gives a splitting of only $4\times10^{-10}$ K, far below the adopted $10^{-7}$ K, so these changes indicate sensitivity within that model and are not a prediction for Fe8. Adding a fourth-order term $-2.9\times10^{-5}\,\mathrm{K}\,(S_+^4+S_-^4)$ raises the splitting to $5\times10^{-8}$ K and reduces the two changes to $-0.6\%$ and $+0.9\%$. The remaining values are in the numerical output.

## Computed values

```
spin S = 10, g = 2.0, cell edge = 1.25 nm
tunnel splitting = 1.0e-07 K, window rms = 0.50 mT
dipole field scale b = 9.497 mT
kappa = 96.20 mT, eta = 0.1321
rate area A = 0.07654 mT/s, peak rate = 0.06107 1/s
predicted tau = 502.2 s = 8.37 min
golden rule, largest relative error = 2.3e-06
random flips n = 0.01: width/(kappa n) = 0.964
  centre/(kappa n) = 0.099, zero-field density/formula = 1.010
narrow window 0.05 mT: exponent = 0.485 (n = 0.004 to 0.020)
  simulated tau = 538.0 s, simulated/predicted = 1.071
example window 0.5 mT: exponent = 0.492 (n = 0.02 to 0.05)
example: time (s), simulated M/Ms, predicted M/Ms
    0.1139  0.990  0.9849
    0.3220  0.980  0.9747
    1.0078  0.960  0.9552
    2.2221  0.940  0.9335
    3.9688  0.920  0.9111
    6.5117  0.900  0.8861
time to n=0.03, 0.5 mT / 0.05 mT window = 0.963
open window 300 mT: exponent = 0.953
flat sample slowdown = 8.88, random-placement estimate = 4.12
hole run: start M/Ms = 0.5986, end = 0.5865, time = 12.28 s
  initial field rms = 27.81 mT, density at zero = 0.01562 1/mT
  reversed fraction = 0.01035, kinetic = 0.01039
  median field displacement = 0.956 mT, /(kappa n) = 0.960
hole: |B| range (mT), simulated c, kinetic c, c without field motion
   0.00- 0.25  0.511  0.450  0.237
   0.25- 0.50  0.491  0.504  0.324
   0.50- 1.00  0.645  0.656  0.614
   1.00- 1.50  0.794  0.835  0.925
   1.50- 2.00  0.854  0.921  0.995
   2.00- 3.00  0.929  0.963  1.000
   3.00- 5.00  0.952  0.985  1.000
   5.00- 8.00  0.995  0.995  1.000
   8.00-12.00  1.009  0.998  1.000
plain histogram centre/flank: before = 0.523, after = 0.516
at T = 0.1 K: window bias/kT = 0.134
rms dipolar bias energy = 0.747 K
barrier = 25 K, attempt rate = 1e+07 1/s
  log10(thermal rate in 1/s) = -101.6, equals peak tunnel rate at 1.32 K
anisotropy D = 0.29 K, E = 0.046 K; model gap = 4.22e-10 K
  transverse rms field = 9.97 mT, change of squared gap = -1.40 %
```
